# Sinusoidal Stage Vibration and the Bessel Factor for Grating Harmonics

## Form of the answer

A wafer stage vibrates sinusoidally with zero-to-peak amplitude $a$ while a grating image of pitch $p$ is exposed. Let $C$ be the factor by which the vibration multiplies the fundamental harmonic of the dose. It is a pure number, so it can depend only on dimensionless combinations of the quantities in the problem: $a/p$, the number of vibration periods $N=fT$ in an exposure of duration $T$ at frequency $f$, and the starting phase $\varphi$.

If the exposure covers a whole number of periods at constant dose rate, every part of the vibration cycle receives the same share of the dose. Neither $N$ nor $\varphi$ can then matter, and $C=F(a/p)$. Starting half a period later replaces $a$ by $-a$ without changing the average, so $F$ is even. At $a=0$ nothing moves, so $F(0)=1$. If $F$ has a power series, the loss therefore has no term below order $(a/p)^2$.

A rigid translation changes the phase of each harmonic but does not turn one harmonic into another. Harmonic $m$ is a sinusoid of pitch $p/m$, so its factor must be $F(ma/p)$. The function $F$ remains to be found.

## Averaging a moving image

Take $x$ along the grating vector, that is, perpendicular to the lines. Let the image be symmetric about $x=0$:

$$
I(x)=I_0+\sum_{m\ge1}I_m\cos(mkx),\qquad k=\frac{2\pi}{p}. \tag{1}
$$

The wafer displacement relative to the image is

$$
s(t)=a\sin(2\pi ft+\varphi). \tag{2}
$$

A point with fixed coordinate $x$ on the wafer is at position $x+s(t)$ in the image. We assume that the image moves rigidly, that focus does not change during the motion, and that the resist adds dose linearly. The dose divided by the exposure time is then

$$
D(x)=\frac1T\int_0^T I\bigl(x+s(t)\bigr)\,dt. \tag{3}
$$

It has the units of $I$ and will be called the dose for short. Angle brackets denote the same time average. For one harmonic,

$$
\bigl\langle\cos[mk(x+s)]\bigr\rangle
=\mathrm{Re}\left[e^{imkx}C_m\right],\qquad
C_m=\left\langle e^{imks(t)}\right\rangle. \tag{4}
$$

The factor $e^{imkx}$ left the average because $x$ does not depend on time. For $m=0$ the exponential is 1, so vibration leaves the mean dose $I_0$ unchanged. For $m\ge1$, $C_m$ is an average of numbers of modulus 1. Its modulus cannot exceed 1, and it is below 1 unless the phases $mks$ are all equal up to multiples of $2\pi$.

## Evaluation over whole periods

Put $\theta=2\pi ft+\varphi$ and $z_m=mka$. Over whole periods the time average equals the average over one cycle of $\theta$:

$$
C_m=\frac1{2\pi}\int_0^{2\pi}e^{iz_m\sin\theta}\,d\theta
=\sum_{q=0}^{\infty}\frac{(iz_m)^q}{q!}\,\langle\sin^q\theta\rangle. \tag{5}
$$

The exponential series may be integrated term by term because it converges uniformly for $|\sin\theta|\le1$.

Odd powers average to zero, since $\theta\to\theta+\pi$ reverses their sign but leaves the average over a cycle unchanged. For the even powers let $S_n=\langle\sin^{2n}\theta\rangle$. For $n\ge1$, write $\sin^{2n}\theta=\sin^{2n-1}\theta\,\sin\theta$ and integrate by parts. The boundary term vanishes by periodicity, which leaves

$$
S_n=(2n-1)\left\langle\sin^{2n-2}\theta\cos^2\theta\right\rangle
=(2n-1)(S_{n-1}-S_n). \tag{6}
$$

The last form uses $\cos^2\theta=1-\sin^2\theta$. Collecting $S_n$ gives $2nS_n=(2n-1)S_{n-1}$. With $S_0=1$,

$$
S_n=\frac{1\cdot3\cdots(2n-1)}{2\cdot4\cdots(2n)}
=\frac{(2n)!}{(2^n n!)^2}
=\frac{(2n)!}{4^n(n!)^2}. \tag{7}
$$

The middle step multiplies numerator and denominator by $2\cdot4\cdots(2n)=2^n n!$. Now put $q=2n$ in (5), use $i^{2n}=(-1)^n$, and insert (7). The factor $(2n)!$ cancels:

$$
C_m=\sum_{n=0}^{\infty}\frac{(-1)^n}{(n!)^2}\left(\frac{z_m}{2}\right)^{2n}
=J_0(z_m)=J_0\!\left(\frac{2\pi ma}{p}\right). \tag{8}
$$

The series is the definition of the Bessel function $J_0$. For the fundamental, $m=1$ and the factor is $J_0(2\pi a/p)$.

The amplitude in (8) is measured from the centre to a turning point. If $A=2a$ is the peak-to-peak travel, the argument for the fundamental is $\pi A/p$. If the motion makes an angle $\alpha$ with the grating vector, the phase changes only through the displacement component along that vector, and $a$ is replaced by $a\cos\alpha$. Motion along ideal, infinitely long lines has no effect.

## Small and large amplitudes

Write $z=ka=2\pi a/p$. The first terms of (8) for the fundamental are

$$
J_0(z)=1-\frac{z^2}{4}+\frac{z^4}{64}-\cdots
\simeq1-\left(\frac{\pi a}{p}\right)^2. \tag{9}
$$

A loss of 1% thus requires $\pi a/p\simeq0.1$. To this order the loss depends only on the mean square displacement $\langle s^2\rangle=a^2/2$.

It is useful to compare this with a Gaussian distribution of displacements having the same variance $\sigma^2=a^2/2$. Let $G(k)=\langle e^{iks}\rangle$ for the Gaussian. Its density $P$ satisfies $sP=-\sigma^2\,dP/ds$, so integration by parts gives

$$
\frac{dG}{dk}=i\langle se^{iks}\rangle=-k\sigma^2G,
\qquad G=e^{-k^2\sigma^2/2}=e^{-z^2/4}. \tag{10}
$$

The constant of integration follows from $G(0)=1$. The expansion $G=1-z^2/4+z^4/32-\cdots$ agrees with (9) through second order. At fourth order the Gaussian factor is larger by $z^4/32-z^4/64=z^4/64$.

At large amplitude the two differ in kind. The Gaussian factor stays positive, whereas $J_0$ first vanishes at $a=0.3827p$ and then becomes negative. At $a=0.50p$ the vibration factor is $-0.3042$ and the Gaussian factor is $0.0848$. A negative factor means that the fundamental has its maxima where its minima were.

The sign at $a=p/2$ can be understood from the time spent at each displacement. In half a period the stage passes each $s$ once, at speed $2\pi f\sqrt{a^2-s^2}$. Dividing the time $ds/(2\pi f\sqrt{a^2-s^2})$ by the half period $1/(2f)$ gives the probability density

$$
P(s)=\frac1{\pi\sqrt{a^2-s^2}},\qquad |s|<a. \tag{11}
$$

A uniform density over $-p/2<s<p/2$ would average $\cos ks$ to zero. The density (11) instead gives more weight to large $|s|$, where $\cos ks$ is closest to $-1$, and the average is negative.

## From harmonics to a printed edge

For a purely sinusoidal image, $I=I_0+I_1\cos kx$, the contrast $(D_{\max}-D_{\min})/(D_{\max}+D_{\min})$ is $|I_1J_0(z)|/I_0$. It falls by the same factor $|J_0(z)|$ as the fundamental. An image with more harmonics need not behave so simply.

Consider a binary mask with equal lines and spaces, lit coherently on axis. We use a scalar image at best focus, without obliquity factors, and set the clear-field intensity to 1. Let the clear space occupy $-p/4<x<p/4$. The zeroth mask order has amplitude $1/2$, and each first order has

$$
c_{\pm1}=\frac1p\int_{-p/4}^{p/4}\cos kx\,dx
=\frac{2\sin(\pi/2)}{kp}=\frac1\pi. \tag{12}
$$

If only these three orders pass the lens, the field is $\tfrac12+\tfrac2\pi\cos kx$. Squaring it and using $\cos^2kx=\tfrac12(1+\cos2kx)$ gives

$$
I_0=\frac14+\frac2{\pi^2},\qquad
I_1=\frac2\pi,\qquad
I_2=\frac2{\pi^2}. \tag{13}
$$

By (8), the dose after vibration is

$$
D(x)=I_0+I_1J_0(z)\cos kx+I_2J_0(2z)\cos2kx. \tag{14}
$$

At the nominal edge $x=p/4$ we have $kx=\pi/2$. Hence $\cos kx=0$, $\cos2kx=-1$, $\sin kx=1$ and $\sin2kx=0$, so that

$$
D_e=I_0-I_2J_0(2z),\qquad D_e'=-kI_1J_0(z). \tag{15}
$$

The normalized image log-slope, NILS, is $w|D_e'|/D_e$ for a feature of width $w$. Here $w=p/2$ and $kw=\pi$. For amplitudes below the first zero of $J_0(z)$,

$$
\mathrm{NILS}=\frac{\pi I_1J_0(z)}{I_0-I_2J_0(2z)}. \tag{16}
$$

The numerator falls by the factor $J_0(z)$. For $a>0$ the denominator also rises, because $J_0(2z)<1$. The NILS therefore falls by more than the fundamental does. To leading order $J_0(2z)\simeq1-z^2$, and the static edge dose is $I_0-I_2=1/4$. The relative loss of NILS is then $z^2(1/4+8/\pi^2)\simeq1.06z^2$, compared with $0.25z^2$ for the fundamental.

The rise in edge dose also moves a printed edge. Suppose the resist edge lies where the dose equals the static value $I_0-I_2$. Linearizing (14) about $x=p/4$, the displacement $\delta$ obeys $D_e+D_e'\delta=I_0-I_2$. With (15),

$$
\delta\simeq\frac{I_2[1-J_0(2z)]}{kI_1J_0(z)}. \tag{17}
$$

For small amplitudes it is positive, so the region above threshold widens. At large amplitudes the linearization fails, and the dose can exceed the threshold everywhere, leaving no edge. The fundamental is zero at the nominal edge, and this shift arises from the weakened second harmonic.

## Worked example

Take a wavelength of 193 nm, numerical aperture 0.85, $p=300$ nm and $a=20$ nm, with imaging in air. The dose rate is taken as constant, and the amplitude is chosen to make the effects easy to see, not to represent a particular exposure tool. The first orders have sine $193/300=0.6433$ and pass the lens. Second order would require 1.2867, so it and all higher orders are excluded. The three-beam image (13) applies, with $I_0=0.4526$, $I_1=0.6366$ and $I_2=0.2026$. At angles this large the scalar image is an idealization: it describes light polarized along the lines, without the obliquity factor of the lens. For light polarized across the lines, with $\theta$ the angle of the first orders, $I_1$ acquires a factor $\cos\theta$ and $I_2$ a factor $\cos2\theta$, which is 0.17 in air. The Bessel factors below hold for any polarization, but the NILS and edge values belong to image (13); for unpolarized light in air the NILS loss would be about 10% and the edge movement about 1.8 nm.

The Bessel argument is $z=2\pi(20)/300=0.4189$. Direct averaging of the displaced image gives a fundamental factor of 0.9566, in agreement with $J_0(z)$. The fundamental becomes $0.6366\times0.9566=0.6090$, a loss of 4.3%. The second harmonic has factor 0.8321 and falls to 0.1686, a loss of 16.8%. The equal-rms Gaussian factor is 0.9571, so at this amplitude replacing the sinusoidal motion by a Gaussian distribution of displacements hardly changes the fundamental.

At the nominal edge the dose rises from 0.2500 to $0.4526-0.1686=0.2840$. The slope magnitude falls from 0.013333 to 0.012755 per nm. With $w=150$ nm,

$$
\mathrm{NILS}=\frac{150\times0.012755}{0.2840}=6.74, \tag{18}
$$

compared with 8.00 without vibration. This is a loss of 15.8%, much larger than the loss of the fundamental. The leading-order estimate $1.06z^2$ gives about 19%, so higher orders already count for this quantity.

For a threshold of 0.2500, equation (17) gives $\delta\simeq0.0340/0.012755\simeq2.67$ nm. Solving for the edge on the averaged dose gives 2.76 nm. The linear estimate is low because the dose profile has positive curvature there, $D_e''=4k^2I_2J_0(2z)$: the slope becomes gentler as the edge moves outward. Counting both edges, the clear space widens by 5.5 nm.

If 1% loss of the fundamental is allowed, the amplitude may be 9.56 nm; the estimate from (9) is $0.1\times300/\pi=9.55$ nm. The fundamental vanishes at $a=115$ nm. The numerical output lists further amplitudes.

## Unfinished periods and other limits

Let the exposure contain $N=n+r$ periods, with $n$ whole and $0\le r<1$. With $u=ft$ and $g(u)=\exp[iz_m\sin(2\pi u+\varphi)]$,

$$
C_m-J_0(z_m)=\frac1N\int_0^N[g(u)-J_0(z_m)]\,du. \tag{19}
$$

Each full period contributes zero, because $J_0(z_m)$ is the average of $g$ over a period. What remains is an integral over length $r$. It is also minus the integral over the missing length $1-r$, so the shorter length may be used, and this is at most $1/2$. Since $|g-J_0|\le1+|J_0|$,

$$
|C_m-J_0(z_m)|\le\frac{1+|J_0(z_m)|}{2N}. \tag{20}
$$

An unfinished period can also leave a mean displacement:

$$
\bar s=\frac aN\int_0^r\sin(2\pi u+\varphi)\,du
=\frac{a}{\pi N}\sin(\pi r)\sin(\pi r+\varphi). \tag{21}
$$

Its magnitude is at most $a/(\pi N)$. If $C_1=|C_1|e^{i\chi}$, the fundamental varies as $\cos(kx+\chi)$ and its peak lies at $-\chi/k$. For small $z$, $\chi\simeq k\bar s$, so the pattern shifts by approximately $-\bar s$. The sign follows from (3): when the wafer is displaced forward, the image falls on a smaller wafer coordinate.

For a 100 Hz vibration, an exposure of 0.505 s and $\varphi=0$, we have $N=50.5$ and $r=1/2$. Equation (21) gives $\bar s=20/(50.5\pi)=0.126$ nm, while the computed pattern shift is $-0.129$ nm. The complex error in the factor is 0.0026, well within the bound of 0.019. Its effect here is almost entirely a shift: the magnitude of the factor still rounds to 0.9566. The shift is small because this exposure is long. In a scanner a point is exposed for a time of order 10 ms, so at 100 Hz $N$ is near 1; for $N=1.5$ and the same amplitude, (21) allows a mean displacement of $20/(1.5\pi)=4.2$ nm.

In the opposite limit, $N\to0$, the stage hardly moves during the exposure. Then $C_1\to e^{ika\sin\varphi}$, which has modulus 1. The pattern is displaced without loss of modulation, and (8) does not apply.

A varying dose rate can also change the result, because the average in (4) must then be weighted by that rate. What matters is the share of the dose received at each displacement. If these shares change, the factor in general changes too. The stage passes each displacement twice per cycle, once in each direction; if the rate differs between the two passages but their total share is unchanged, the factor stays the same. In the extreme case of short pulses locked to one phase of the vibration, every pulse sees the same displacement, and again the pattern shifts without blur. If the vibration changes focus, any coefficient $I_m$ that depends on focus varies in time and must stay inside the average with $e^{imks}$. For that harmonic, $J_0$ times the static value is in general no longer the answer. In the three-beam image this concerns $I_1$. The coefficient $I_2$ comes from the interference of the two first orders, whose phases change equally with focus, so the second harmonic keeps its factor $J_0(2z)$.

## Computed results

```
wavelength = 193 nm; NA = 0.85
pitch = 300 nm; zero-to-peak amplitude = 20 nm
sine of first-order angle = 0.6433
sine required for second order = 1.2867
mask order 0 amplitude = 0.5000
mask order 1 amplitude = 0.3183
argument 2 pi a/p = 0.4189 rad
harmonic 0: static 0.4526, vibrated 0.4526
harmonic 1: static 0.6366, vibrated 0.6090
harmonic 2: static 0.2026, vibrated 0.1686
fundamental factor: direct 0.956614, J0 0.956614
second-harmonic factor: direct 0.832088, J0 0.832088
loss of fundamental = 4.34 %
loss of second harmonic = 16.79 %
small-amplitude factor 1-(pi a/p)^2 = 0.956135
equal-rms Gaussian factor = 0.957083
rms displacement = 14.142 nm
edge dose: static 0.2500, vibrated 0.2840
edge slope: static 0.013333, vibrated 0.012755 per nm
NILS: static 8.000, vibrated 6.736
loss of NILS = 15.80 %
threshold edge: static 75.00, vibrated 77.76 nm
edge movement: direct 2.757, estimate 2.668 nm
clear-space width increase = 5.51 nm
amplitude for 1 % fundamental loss = 9.561 nm
small-amplitude estimate for 1 % loss = 9.549 nm
first-zero amplitude = 114.82 nm
first-zero amplitude/pitch = 0.3827
frequency = 100 Hz; exposure = 0.505 s
number of periods = 50.5
finite-exposure factor magnitude = 0.956617
finite-exposure complex error = 0.002589
finite-exposure error bound = 0.019372
mean wafer displacement = 0.1261 nm
fundamental pattern shift = -0.1292 nm
a/p 0.05: vibration factor 0.9755, Gaussian 0.9756
a/p 0.10: vibration factor 0.9037, Gaussian 0.9060
a/p 0.20: vibration factor 0.6425, Gaussian 0.6738
a/p 0.30: vibration factor 0.2906, Gaussian 0.4114
a/p 0.50: vibration factor -0.3042, Gaussian 0.0848
```
